Why a log-log fit of timings does not give the formal scaling

A model calculation contains a step whose cost grows as the cube of the system size. Timed at five sizes between 250 and 4000 basis functions, it gives a log-log plot whose least-squares slope is 2.000, with a coefficient of determination R² of 0.9986. Extended to 64000 basis functions, the fitted line promises 5.4·10⁴ s, about 15 hours. The calculation would take 3.03·10⁵ s, about 84 hours. There is no noise in these timings, so the missing factor of 5.7 must come from the straight-line fit itself.

**The belief and its appeal**

The belief is that the slope of a log-log plot of timings is the formal scaling exponent of the method. For a single power it is true. If T = aN^p, then ln T = ln a + p ln N, a straight line of slope p. The coefficient a, which holds the speed of the machine, moves the line up or down without tilting it. A straight-looking plot then seems to confirm that one power is at work.

A real calculation has several steps. Let N be the number of basis functions, and let the steps run one after another, so that their times add:

T(N) = Σ_k t_k,  t_k = a_k N^{p_k},  a_k > 0.

The coefficients a_k and exponents p_k do not depend on N, and at least two exponents differ. The formal exponent is the largest of them, p_max, because its term dominates as N → ∞. The example has three steps with round model parameters:

T = 10⁻³ N + 10⁻⁵ N² + 10⁻⁹ N³ (in seconds).

The linear term may be thought of as setup work, the quadratic one as the handling of pairs of functions, and the cubic one as a dense diagonalization.

**What the slope measures**

Put x = ln N, so that t_k = a_k exp(p_k x) and dt_k/dx = p_k t_k. The local slope of the log-log plot is

α = d ln T/dx = (1/T) Σ_k p_k t_k = Σ_k w_k p_k,  w_k = t_k/T.

The w_k are the shares of the total time. They are positive and add up to one, so α is a mean exponent, weighted by time. It lies strictly between the smallest and the largest exponent at every finite N.

At N = 4000 the three steps take 4, 160 and 64 s, together 228 s. The slope there is

α = (1·4 + 2·160 + 3·64)/228 = 516/228 = 2.26.

The cubic step has 28% of the time and therefore 28% of the vote.

The shares change with size. By the quotient rule,

dw_k/dx = p_k t_k/T − (t_k/T)(1/T)(dT/dx) = w_k(p_k − α).

Steps steeper than the mean gain share, and steps less steep than the mean lose it. Hence

dα/dx = Σ_k p_k w_k(p_k − α).

Since Σ_k w_k(p_k − α) = α − α = 0, we may subtract α times this sum without changing anything:

dα/dx = Σ_k w_k(p_k − α)² > 0.

The drift of the slope is the variance of the exponents under the time weights. It vanishes only if all exponents are equal, which was excluded. In the example α climbs from 1.74 at N = 250 through 2.00 at N = 1000 to 2.26 at N = 4000. At N = 64000 it is 2.86, still short of 3.

**How far away the formal exponent is**

Two terms, aN^p + bN^q with q > p, show the distance. They take equal times at

N* = (a/b)^{1/(q−p)},

where the slope is (p + q)/2. In general the share of the lower power is

w_p = aN^p/(aN^p + bN^q) = 1/[1 + (N/N*)^{q−p}],

and α = q − (q − p)w_p. For the slope to come within ε of q, with ε < q − p, we set (q − p)w_p = ε and solve for N:

N = N* [(q − p)/ε − 1]^{1/(q−p)}.

For the quadratic and cubic steps alone, N* = 10⁻⁵/10⁻⁹ = 10⁴. A slope of 2.9 needs N = 10⁴·(1/0.1 − 1) = 9·10⁴, where one run takes 8.1·10⁵ s. In this model, reading the exponent from the total time would cost far more than the timings that were meant to predict the cost.

**What the fit does with a moving slope**

Let the timings be y_i = ln T(N_i) at n increasing points x_i = ln N_i, with mean x̄, and let S = Σ_i(x_i − x̄)². The least-squares slope is

B = (1/S) Σ_i (x_i − x̄) y_i.

Insert y_i = y_1 + ∫ α dx, with the integral running from x_1 to x_i. The constant y_1 drops out because Σ_i(x_i − x̄) = 0. A given x lies inside the integrals of those points with x_i > x, so exchanging sum and integral gives

B = ∫ K(x) α(x) dx,  K(x) = (1/S) Σ_{x_i > x} (x_i − x̄),

with the integral now from x_1 to x_n. For x ≥ x̄ every term in K is positive. For x < x̄ the sum equals minus the sum over the points with x_i ≤ x, whose terms are all negative, so K is positive again. Its integral is one, since data with α = 1 throughout lie on a line of slope one. The fitted slope is thus an average of the local slope over the measured range, and it lies between the local slopes at the two ends.

For five sizes, each double the last, K gives the four intervals the weights 0.2, 0.3, 0.3 and 0.2. The times are 0.891, 3.125, 12, 50 and 228 s. The base-2 logarithms of their successive ratios, which are the mean slopes of the intervals, are 1.81, 1.94, 2.06 and 2.19. Then

B = 0.2·1.81 + 0.3·1.94 + 0.3·2.06 + 0.2·2.19 = 2.00.

That the result is a whole number is an accident of the chosen sizes. We have T/N² = a₂ + a₁/N + a₃N, and the last two terms change places when N is replaced by 10⁶/N. This replacement maps the five sizes onto themselves, 250 to 4000 and 500 to 2000. So ln(T/N²) has equal values at mirrored points and a fitted slope of zero. A whole-number slope is no evidence for a single power: here linear and cubic work balance around a quadratic middle.

**Why the extrapolation is too low**

Let r(x) be ln T minus the fitted line. Because dα/dx > 0, r is strictly convex. It has at most two zeros and can be negative only between them. Least squares makes Σ_i r(x_i) = 0 and Σ_i x_i r(x_i) = 0, so the residuals are orthogonal to every straight line ℓ(x):

Σ_i r(x_i) ℓ(x_i) = 0.

With three or more points the residuals cannot all vanish, and since they add up to zero, both signs occur. Suppose they changed sign only once along the data. A line ℓ crossing zero at that place, with matching signs on both sides, would make the sum positive, which is a contradiction. The signs must therefore run plus, minus, plus. The last point lies above the fitted line, and by convexity so does the curve everywhere beyond it.

In the example the line passes through 209 s at N = 4000, where the true time is 228 s. From there to N = 64000 the line multiplies the time by 16² = 256, while the true sum grows by 303168/228 ≈ 1330. The two errors multiply: (228/209)·(1330/256) ≈ 5.7.

R² gives no warning because it compares the squared residuals with the spread of ln T. The times span a factor of 256, and against that spread a last point some 9% above the fitted line looks negligible. In noise-free timings the pattern of the residuals, positive at both ends and negative in between, is more telling than their size. With scatter it is only a hint: five noisy timings of a single power show the signs plus, minus, plus by chance about one time in four.

**Changing the machine can change the slope**

Let parallel hardware speed up step k by a factor s_k that does not depend on N. Then a_k becomes a_k/s_k. The exponents stay, but the shares move unless all s_k are equal. From w_k = t_k/T,

∂w_k/∂ln a_j = w_k(δ_kj − w_j),

where δ_kj is one for k = j and zero otherwise. Multiplying by p_k and summing over k gives

∂α/∂ln a_j = w_j(p_j − α).

A speed-up lowers ln a_j. Accelerating the steepest step therefore lowers the local slope, and accelerating a step with p_j < α raises it.

Take speed-ups of 1, 16 and 4 for the linear, quadratic and cubic steps. At N = 4000 the times become 4, 10 and 16 s, together 30 s, and the local slope rises from 2.26 to (4 + 20 + 48)/30 = 2.40. At N = 250 the linear step, which was not accelerated, now takes 85% of the time, and the slope falls from 1.74 to 1.16. The fit over the whole range drops from 2.00 to 1.66. Its extrapolation to N = 64000 gives 2.4·10³ s against a true 6.8·10⁴ s, too low by a factor of 29. The algorithm and its formal exponent are the same as before.

The speed may also depend on size. A single step with operation count cN^p and rate R(N) takes the time cN^p/R, so

α = p − d ln R/d ln N.

Suppose small problems use the hardware poorly, with R = R∞N/(N + N₀), which reaches half of full speed at N₀. Then d ln R/d ln N = 1 − N/(N + N₀) = N₀/(N + N₀). For a cubic step with N₀ = 500 the slope is 2.50 at N = 500 and 2.89 at N = 4000. This case still belongs to the theorem, because T = (c/R∞)(N^p + N₀N^{p−1}) is a sum of positive powers. If instead the rate falls as N grows, the derivative is negative and the slope lies above p.

**When the drift is downward**

The upward drift rests on positive, fixed coefficients. Screening can break this condition. Consider a chain of N hydrogen atoms spaced 1 Å apart, with one STO-3G function per atom. The Schwarz inequality bounds each repulsion integral,

|(ij|kl)| ≤ Q_ij Q_kl,  Q_ij = √(ij|ij).

A pair ij is kept if Q_ij times the largest Q is at least 10⁻⁸ eV. With computed integrals, pairs survive up to m = 8 neighbours. This number depends on the cut and on the tail of the basis function: the eighth neighbour passes with only 1.3·10⁻⁸ eV, a cut of 2·10⁻⁸ eV gives m = 7, and STO-6G at the original cut gives m = 9. The form of the count below does not depend on m. There are N − d pairs at a separation of d neighbours, so for N > m the number kept is

M = Σ_{d=0}^{m} (N − d) = (m + 1)N − m(m + 1)/2 = 9N − 36.

The constant term is negative, and the slope, with N treated as continuous,

d ln M/d ln N = N/(N − m/2),

falls towards one from above. Chains of 4, 8, 16, 32 and 64 atoms keep 10, 36, 108, 252 and 540 pairs. The exponents from successive doublings are 1.85, 1.58, 1.22 and 1.10. Here a fit to short chains overstates the growth of the pair count.

**What a fitted slope is good for**

A fitted slope is a weighted average of the local slope over the measured range on that machine; the local slope may differ from it considerably at the two ends. Under the stated assumptions it is also a lower bound on the formal exponent, and it should not be quoted as its value. For steps that are pure powers, the formal exponent comes from counting the operations of each step. For a forecast, each step should be timed separately, at sizes where its speed no longer changes with N, and extended with its own exponent, and the times should then be added. This rule needs each step to be a single power over the range of the forecast. A screened step is not: the unscreened pair count has exponent 2 and the screened count tends to exponent 1, and extending the 108 pairs of 16 atoms to 64 atoms gives 1728 or 432 against the true 540. A step of cost N ln N, such as a fast Fourier transform, is not a single power either. Such steps must be extended with their own size law. A rate that is still rising also leaves an error: the cubic step with N₀ = 500, extended from N = 4000 to 64000, comes out 12% too high. At N = 4000 the cubic step of the serial example takes 64 of 228 s and is easily overlooked; at N = 64000 it takes 86% of the time.
